\section*{Flat-Band Shift on Cooling and Interface States in the Gray-Brown Method}

\section{The form of the answer}

An n-type metal–oxide–semiconductor capacitor is cooled from $T_1$ to $T_2$. The bulk Fermi level, measured from the conduction-band edge, moves from $\zeta_1$ to $\zeta_2$, where $\zeta=E_F-E_c<0$. Let $N$ be the resulting increase in the number of electrons held by interface states per unit area, and $C_{ox}$ the oxide capacitance per unit area. Suppose first that no other material property changes.

Suppose also that temperature acts only through the movement of the Fermi level and through $N$, so that the shift depends on $\zeta_2-\zeta_1$, $N$, $C_{ox}$ and the elementary charge $q>0$ alone; the electrostatics below confirms this. Two independent voltages can be formed from these quantities: $(\zeta_2-\zeta_1)/q$ and $qN/C_{ox}$. Dimensional analysis therefore gives, with $\Delta\zeta=\zeta_2-\zeta_1$,
\begin{equation}
\Delta V_{FB}=\frac{\Delta\zeta}{q}\,F\!\left(\frac{q^2N}{C_{ox}\Delta\zeta}\right).
\label{eq:dim}
\end{equation}
The oxide is a linear dielectric, so the voltage across it is proportional to the charge that it separates. Superposition makes $F(x)=\alpha+\beta x$, and hence
\begin{equation}
\Delta V_{FB}=\alpha\frac{\Delta\zeta}{q}+\beta\frac{qN}{C_{ox}} .
\label{eq:form}
\end{equation}
Electrostatics must supply the numbers $\alpha$ and $\beta$, and statistics must relate $N$ to the states between the two Fermi-level positions. Both coefficients turn out to be $+1$. The relation $\Delta V_{FB}=qN/C_{ox}$ alone is thus incomplete.

\section{Flat-band voltage and trapped charge}

Let $\Phi_M$ be the metal work function and $\chi$ the electron affinity, both as energies. The semiconductor work function is $\Phi_S=\chi-\zeta$. With no charge anywhere the vacuum levels align, and the semiconductor Fermi level lies $\Phi_M-\Phi_S$ above that of the metal. A positive gate voltage lowers electron energies in the metal, so this situation requires
\begin{equation}
q\phi_{ms}=\Phi_M-\Phi_S=\Phi_M-\chi+\zeta .
\label{eq:phims}
\end{equation}

Now include charges per area $Q_s$ in the semiconductor, $Q_{it}$ in interface states, and $Q_f$ fixed at the interface. The gate carries $-(Q_s+Q_{it}+Q_f)$. With $\psi_s$ the surface potential relative to the bulk,
\begin{equation}
V_G=\phi_{ms}+\psi_s-\frac{Q_s+Q_{it}+Q_f}{C_{ox}} .
\label{eq:gate}
\end{equation}
At flat band $\psi_s=Q_s=0$, which leaves
\begin{equation}
V_{FB}=\phi_{ms}-\frac{Q_f+Q_{it}}{C_{ox}} .
\label{eq:vfb}
\end{equation}

Let $D_a$ and $D_d$ be the densities of acceptor-like and donor-like states per area and energy, $D=D_a+D_d$, and $\varepsilon=E-E_c$. An occupied acceptor has charge $-q$; an empty donor has charge $+q$. For occupation $f$,
\begin{equation}
Q_{it}=-q\!\int\! D_a f\,d\varepsilon+q\!\int\! D_d(1-f)\,d\varepsilon
=q\!\int\! D_d\,d\varepsilon-q\!\int\! Df\,d\varepsilon .
\label{eq:qit}
\end{equation}
The type of state affects a constant only. Assume that $Q_f$ is unchanged and that the states keep their energies relative to $E_c$. Subtracting \eqref{eq:vfb} at the two temperatures, with \eqref{eq:phims} and \eqref{eq:qit}, gives
\begin{equation}
\Delta V_{FB}=\frac{\Delta\zeta}{q}+\frac{\Delta(\Phi_M-\chi)}{q}
+\frac{qN}{C_{ox}},\qquad N=\int D(f_2-f_1)\,d\varepsilon .
\label{eq:main}
\end{equation}
Here $\Delta$ means the value at $T_2$ minus that at $T_1$. If $\Phi_M-\chi$ is constant, comparison with \eqref{eq:form} gives $\alpha=\beta=1$, and
\begin{equation}
N=\frac{C_{ox}}{q}\left(\Delta V_{FB}-\frac{\Delta\zeta}{q}\right).
\label{eq:invert}
\end{equation}
When the Fermi level rises, the semiconductor work function falls and the first term in the shift is positive. The trap term is positive too when $N$ is dominated by the states that the Fermi level passes, since these fill; states close to the band edge can lose electrons on cooling when donors freeze out.

\section{Position of the Fermi level}

Take a nondegenerate semiconductor with negligible hole density, donor density $N_D$ and donor depth $E_d$. Then $n=N_ce^{\zeta/kT}$, where $N_c$ is the effective density of conduction-band states. With donor degeneracy 2, neutrality reads
\begin{equation}
n=\frac{N_D}{1+2e^{(\zeta+E_d)/kT}}=\frac{N_D}{1+n/K},\qquad
K=\frac{N_c}{2}e^{-E_d/kT},
\label{eq:neutral}
\end{equation}
because $e^{\zeta/kT}=n/N_c$. The positive root of $n^2+Kn-KN_D=0$, multiplied above and below by the conjugate of its numerator, is
\begin{equation}
n=\frac K2\left(\sqrt{1+\frac{4N_D}{K}}-1\right)
=\frac{2N_D}{1+\sqrt{1+4N_D/K}},\qquad
\zeta=kT\ln\frac n{N_c}.
\label{eq:density}
\end{equation}

For full ionization $\zeta=-kT\ln(N_c/N_D)$. Since $N_c\propto T^{3/2}$, $d\zeta/dT=-k[\ln(N_c/N_D)+3/2]<0$, and cooling raises the Fermi level. In the opposite limit, $K\ll N_D$, \eqref{eq:density} gives $n\simeq\sqrt{KN_D}$ and
\begin{equation}
\zeta\simeq-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{2N_c}.
\label{eq:freeze}
\end{equation}
Without compensating acceptors, as assumed here, this tends to $-E_d/2$ as $T\to0$. Real n-type material contains some acceptors, fewer than the donors, and the limit is then $-E_d$. In both cases donor freeze-out prevents indefinite cooling from moving the window up to the band edge.

\section{States between the two Fermi levels}

With degeneracy factor 1 for the interface states, $f=[1+e^{(\varepsilon-\zeta)/kT}]^{-1}$. Define $G(\varepsilon)=\int_{\varepsilon_L}^{\varepsilon}D\,d\varepsilon'$, with $\varepsilon_L$ a fixed energy many $kT$ below both Fermi levels. Integration by parts gives
\begin{equation}
\int Df\,d\varepsilon=\int G\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon ,
\label{eq:parts}
\end{equation}
where the upper boundary term is neglected because $f$ is exponentially small there. Write $u=\varepsilon-\zeta$ and expand $G$ about $\zeta$. The weight $-\partial f/\partial\varepsilon$ is even in $u$, has unit area, and has second moment $\pi^2(kT)^2/3$. Odd terms vanish, so
\begin{equation}
\int Df\,d\varepsilon=\int_{\varepsilon_L}^{\zeta}D\,d\varepsilon
+\frac{\pi^2}{6}(kT)^2D'(\zeta)+\cdots .
\label{eq:sommerfeld}
\end{equation}
Subtracting the two temperatures,
\begin{equation}
N=\int_{\zeta_1}^{\zeta_2}D\,d\varepsilon
+\frac{\pi^2}{6}\left[(kT_2)^2D'(\zeta_2)-(kT_1)^2D'(\zeta_1)\right]+\cdots .
\label{eq:window}
\end{equation}
The first term is the number of states between the two positions. It suffices when $D$ varies smoothly over the thermal width. For uniform $D$ all the derivative corrections vanish, even though individual occupations remain smeared.

A narrow level is a different case. It contributes its number of states times $f_2-f_1$, not necessarily times one. If it lies at $\zeta_1$, and $\zeta_2$ is many $kT_2$ higher, the factor is $1-\frac12=\frac12$: half the level was already filled.

A degeneracy factor $g$ changes the occupation to
\begin{equation}
f=\frac1{1+g e^{(\varepsilon-\zeta)/kT}}
=\frac1{1+e^{[\varepsilon-(\zeta-kT\ln g)]/kT}} .
\label{eq:degeneracy}
\end{equation}
Each limit in \eqref{eq:window} then moves to $\zeta-kT\ln g$, by a different amount at each temperature.

\section{Finding flat band from the capacitance}

The experiment finds $V_{FB}$ as the voltage at which the high-frequency capacitance has its calculated flat-band value. Let the donors follow the ac signal. For a small potential $\psi$, $n$ changes by $nq\psi/kT$. In \eqref{eq:neutral} the ratio $n/K$ is multiplied by $e^{q\psi/kT}$, so the ionized donor density changes by $-n(1-n/N_D)q\psi/kT$. The charge density is
\begin{equation}
\rho=-\frac{q^2n}{kT}\left(2-\frac n{N_D}\right)\psi
=-\frac{\epsilon_s}{L^2}\psi,\qquad
L^2=\frac{\epsilon_skT}{q^2n(2-n/N_D)} .
\label{eq:debye}
\end{equation}
Poisson's equation, $\psi''=\psi/L^2$, has the decaying solution $\psi=\psi_se^{-x/L}$. Integrating $\rho$ gives $Q_s=-\epsilon_s\psi_s/L$, so that
\begin{equation}
C_{FBS}=-\frac{dQ_s}{d\psi_s}=\frac{\epsilon_s}{L},\qquad
C_{FB}=\frac{C_{ox}C_{FBS}}{C_{ox}+C_{FBS}} .
\label{eq:cfb}
\end{equation}
Since $L$ depends on $T$ and $n$, the target capacitance must be recalculated at each temperature.

\section{The frequency condition}

Interface states must follow the slow bias, so that $f$ is the equilibrium occupation, but not the ac signal, so that \eqref{eq:cfb} is the right target. With capture coefficient $c$ and surface electron density $n_s$,
\begin{equation}
\frac{df}{dt}=c\left[n_s(1-f)-n_1f\right],\qquad n_1=N_ce^{\varepsilon/kT}.
\label{eq:rate}
\end{equation}
The steady solution is $f=n_s/(n_s+n_1)$. The relaxation rate is $c(n_s+n_1)=cn_s/f\ge cn_s$. At flat band $n_s=n$, which remains near $N_D$ until freeze-out. If $c$ is constant, cooling therefore hardly slows the states at the Fermi level before freeze-out. The rapid exchange that secures equilibrium also makes the ac condition demanding.

For a signal $e^{i\omega t}$, $\delta n_s=n_sq\,\delta\psi_s/kT$. Linearizing \eqref{eq:rate} gives
\begin{equation}
\left(i\omega+\frac{cn_s}{f}\right)\delta f=c(1-f)n_s\frac{q\,\delta\psi_s}{kT}.
\label{eq:linear}
\end{equation}
Solve for $\delta f$, set $\tau=1/(cn_s)$, and use $\delta Q_{it}=-q\int D\,\delta f\,d\varepsilon$:
\begin{equation}
C_{it}(\omega)=-\frac{\delta Q_{it}}{\delta\psi_s}
=q^2\int D\,\frac{f(1-f)}{kT}\,\frac{d\varepsilon}{1+i\omega\tau f}.
\label{eq:cit}
\end{equation}
For uniform $D$, $f(1-f)d\varepsilon/kT=-df$, and the integral becomes
\begin{equation}
C_{it}=q^2D\int_0^1\frac{df}{1+i\omega\tau f}
=q^2D\,\frac{\ln(1+i\omega\tau)}{i\omega\tau}.
\label{eq:log}
\end{equation}
Direct time integration of \eqref{eq:rate} at $\omega\tau=3$ gives $0.416-0.384i$ for $C_{it}/q^2D$, in agreement with \eqref{eq:log}.

Write $C_{it}=C_p-iG/\omega$. To see how it displaces flat band, take full ionization and $u=q\psi_s/kT$. The first integral of Poisson's equation gives
\begin{equation}
Q_s^2=2\epsilon_skTn(e^u-1-u)
=\epsilon_skTn\,u^2\left(1+\frac u3+\cdots\right).
\label{eq:first}
\end{equation}
Thus $|Q_s|\propto |u|(1+u/6)$, and differentiation gives $C_s\simeq C_{FBS}(1+u/3)$. A bridge read in parallel mode, with negligible series resistance, reports the real part of $C_{ox}C/(C_{ox}+C)$, with $C=C_s+C_{it}$. (In series mode the reciprocal of the reading is $1/C_{ox}+\mathrm{Re}(1/C)$, and the denominator in \eqref{eq:ceff} below becomes $C_{FBS}$.) Expand it about $C_{FBS}$, keeping $C_p$ to first order and $G/\omega$ to second. The derivatives of the series formula are $C_{ox}^2/(C_{ox}+C)^2$ and $-2C_{ox}^2/(C_{ox}+C)^3$; since $(-iG/\omega)^2$ is negative, the added capacitance is equivalent to
\begin{equation}
C_{\rm eff}=C_p+\frac{(G/\omega)^2}{C_{FBS}+C_{ox}} .
\label{eq:ceff}
\end{equation}
The target is met when $C_{FBS}u/3+C_{\rm eff}=0$. Differentiating \eqref{eq:gate} converts this surface potential to a gate-voltage error:
\begin{equation}
\delta V_{FB}\simeq-\frac{3kT}{q}\frac{C_{\rm eff}}{C_{FBS}}
\left[1+\frac{C_{FBS}+C_{it}(0)}{C_{ox}}\right].
\label{eq:error}
\end{equation}
With incomplete ionization, $r=1-n/N_D$, the slope $1/3$ of $C_s/C_{FBS}$ becomes $(1-r)(1+2r)/[3(1+r)]$. This is a 2\% change at 90\% ionization, but the slope tends to zero in deep freeze-out, where \eqref{eq:error} understates the displacement. Away from freeze-out, the condition $C_{\rm eff}\ll C_{FBS}$ keeps the displacement of the surface potential small compared with $kT/q$. For an accurate $N$, the difference between the values of $\delta V_{FB}$ at the two temperatures must also be small compared with $qN/C_{ox}$; this is assured if each value is.

\section{Worked example}

A model capacitor is cooled from 300 to 100 K. It has $N_D=10^{15}$ cm$^{-3}$, $E_d=0.05$ eV, a density-of-states mass of 1.1 electron masses, and relative permittivities 12 in the semiconductor and 4 in the oxide. The oxide is 50 nm thick, so $C_{ox}=70.83$ nF/cm$^2$. The interface-state density is
\begin{equation}
D=\left(10^{11}+10^{12}e^{\varepsilon/0.08\,{\rm eV}}\right)
\ {\rm cm^{-2}\,eV^{-1}} .
\label{eq:profile}
\end{equation}
Equation \eqref{eq:density} gives $\zeta_1=-0.2656$ eV and $\zeta_2=-0.0752$ eV, a movement of 0.1904 eV. At 100 K, 90\% of the donors are ionized. The number of states in the window is
\begin{align}
\int_{\zeta_1}^{\zeta_2}D\,d\varepsilon
&=10^{11}(0.1904)+8\times10^{10}
\left(e^{-0.0752/0.08}-e^{-0.2656/0.08}\right)\notag\\
&=4.74\times10^{10}\ {\rm cm^{-2}} .
\label{eq:count}
\end{align}

The capacitance–voltage relation was computed from Poisson's equation and the occupation integral, with $\Phi_M-\chi$ constant. Flat band was then located through \eqref{eq:cfb}, for interface states that do not follow the ac signal. The shift is $0.2977$ V, and \eqref{eq:invert} gives
\begin{equation}
N=\frac{7.083\times10^{-8}}{1.602\times10^{-19}}(0.2977-0.1904)
=4.74\times10^{10}\ {\rm cm^{-2}} .
\label{eq:recovered}
\end{equation}
This agrees with \eqref{eq:count}. Divided by the movement of the Fermi level, it is a mean density of $2.5\times10^{11}$ cm$^{-2}$ eV$^{-1}$; one pair of temperatures does not determine the profile within the window.

Of the shift, 0.190 V comes from the semiconductor work function and 0.107 V from trapped electrons. Omitting the first part would give $1.32\times10^{11}$ cm$^{-2}$, 2.8 times the number in the window. Keeping the 300 K value of $C_{FBS}$, 81 instead of 140 nF/cm$^2$, at 100 K would give $2.09\times10^{10}$ cm$^{-2}$, 56\% too low. The smaller target is reached at a lower gate voltage, which reduces the apparent shift.

The thermal corrections to sharp filling are $5.6\times10^8$ cm$^{-2}$ at 300 K and $6.0\times10^8$ cm$^{-2}$ at 100 K. Each is slightly above 1\% of $N$, but their difference is about 0.1\%. The close agreement with the sharp window thus owes something to cancellation in this profile. A narrow level midway between the Fermi positions would be counted with weight 0.975, and one at $\zeta_1$ with weight 0.500. With degeneracy factor 2 for all the states, $N$ falls to $4.70\times10^{10}$ cm$^{-2}$; the moved window of \eqref{eq:degeneracy} contains $4.69\times10^{10}$ cm$^{-2}$.

For $c=10^{-9}$ cm$^3$/s, $\tau$ is 1.0 $\mu$s at 300 K and 1.1 $\mu$s at 100 K. At 1 MHz the flat-band errors are $-13.4$ and $-12.6$ mV, about 12\% of the trap part of the shift. They nearly cancel in the difference, and the recovered $N$ is only 0.7\% high. Nothing in \eqref{eq:error} requires such cancellation, so agreement in $N$ does not show that the ac condition is met. At 10 MHz the errors are $-2.37$ and $-2.00$ mV; \eqref{eq:error}, with the nonuniform density retained in \eqref{eq:cit}, gives $-2.44$ and $-2.07$ mV. At 1 MHz the displacement is too large for this first-order estimate, which overstates both errors. All these values omit the series resistance of the substrate. With resistance times area $R$, the parallel capacitance is reduced by about $1/[1+(\omega RC_{FB})^2]$, which displaces the apparent flat band in the opposite direction. For silicon of this doping, about 4.6 $\Omega$ cm at 300 K, and a thickness of 0.5 mm under a large gate, $\omega RC_{FB}\approx0.5$ at 10 MHz. Raising the frequency therefore helps only if this resistance is made small or corrected for.

\section{Removing an unknown work-function change}

If $\Phi_M-\chi$ changes with temperature, \eqref{eq:invert} assigns that change to interface states. Two capacitors with the same interface, gate and doping but oxide capacitances $C_a$ and $C_b$ separate the terms. By \eqref{eq:main} both shifts contain the same part independent of oxide thickness, and subtraction gives
\begin{equation}
N=\frac{\Delta V_b-\Delta V_a}{q(1/C_b-1/C_a)} .
\label{eq:two}
\end{equation}
With a drift of 20 mV added to the example, the shifts are 0.3177 V for 50 nm and 0.4250 V for 100 nm. Doubling the thickness makes $1/C_b-1/C_a=1/C_a$, so
\begin{equation}
N=\frac{7.083\times10^{-8}}{1.602\times10^{-19}}(0.4250-0.3177)
=4.74\times10^{10}\ {\rm cm^{-2}} .
\label{eq:twonumber}
\end{equation}
The 50 nm capacitor alone, treated by \eqref{eq:invert}, would give $5.63\times10^{10}$ cm$^{-2}$, 19\% too high. The subtraction fails if the two interfaces differ, or if charge inside the oxide changes on cooling, since its voltage need not scale as $1/C_{ox}$ with the same coefficient. A change of fixed charge at the interface itself does scale as $1/C_{ox}$; the subtraction cannot distinguish it from trapped electrons and includes it in $N$. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Temperatures T1, T2: 300, 100 K
Donor density: 1.0e+15 cm^-3; donor depth: 0.050 eV
Density-of-states mass: 1.1 electron masses
Relative permittivity, semiconductor: 12; oxide: 4
Oxide thickness: 50 nm; C_ox: 70.83 nF/cm^2
State density: constant 1.0e+11, exponential 1.0e+12 cm^-2 eV^-1
Exponential energy: 0.08 eV; lower energy limit: -0.56 eV
Fixed oxide charge / q: 1.0e+11 cm^-2
Capture coefficient: 1.0e-09 cm^3/s
300 K: kT = 25.852 meV; N_c = 2.8951e+19 cm^-3
300 K: n = 9.9952e+14 cm^-3; E_F-E_c = -0.26560 eV
300 K: semiconductor flat-band capacitance = 81.15 nF/cm^2
300 K: trap time 1/(c n) = 1.000 us
100 K: kT = 8.617 meV; N_c = 5.5716e+18 cm^-3
100 K: n = 9.0308e+14 cm^-3; E_F-E_c = -0.07521 eV
100 K: semiconductor flat-band capacitance = 139.89 nF/cm^2
100 K: trap time 1/(c n) = 1.107 us
Fermi-level movement: 0.19039 eV
Flat-band voltages at T1, T2: -0.41755, -0.11986 V
Flat-band shift: 0.29768 V
Part from interface states: 0.10729 V
States between Fermi levels: 4.7395e+10 cm^-2
Change in trapped electrons: 4.7435e+10 cm^-2
Recovered from shift: 4.7435e+10 cm^-2
Mean density in window: 2.4914e+11 cm^-2 eV^-1
Without work-function term: 1.3161e+11 cm^-2
With T1 flat-band capacitance at T2: 2.0857e+10 cm^-2
300 K thermal correction, direct and second order: 5.624e+08, 4.968e+08 cm^-2
100 K thermal correction, direct and second order: 6.028e+08, 5.964e+08 cm^-2
Degeneracy 2, occupation and moved window: 4.7032e+10, 4.6922e+10 cm^-2
Weight of narrow level at first Fermi level: 0.5000
Weight of narrow level at mid-window: 0.9754
Added work-function drift: 20 mV
Second oxide thickness: 100 nm
Shifts with drift, thin and thick: 0.31768, 0.42498 V
With drift, one and two thicknesses: 5.6277e+10, 4.7435e+10 cm^-2
Uniform-D response at omega tau = 3, time stepping: 0.41635-0.38376j
Uniform-D response, logarithm: 0.41635-0.38376j
1 MHz flat-band errors at T1, T2: -13.354, -12.608 mV
1 MHz recovered states: 4.7765e+10 cm^-2
10 MHz flat-band errors at T1, T2: -2.369, -1.999 mV
10 MHz recovered states: 4.7598e+10 cm^-2
100 MHz flat-band errors at T1, T2: -0.387, -0.229 mV
100 MHz recovered states: 4.7505e+10 cm^-2
10 MHz first-order errors at T1, T2: -2.444, -2.065 mV
\end{verbatim}
